\section*{Band unfolding in plane waves: coset weight and two sum rules}

\section{Result}

Rydberg units are used, $H=-\nabla^2+V$, in $d$ dimensions; vectors are rows and are not set in bold. A supercell with lattice vectors $A=Ma$ is built from a primitive cell $a$ by an integer matrix $M$, and $N=|\det M|$. Reciprocal vectors of the supercell are called $G$ and those of the primitive cell $g$. A supercell eigenstate is expanded in the orthonormal plane waves with $|K+G|^2<E_c$,
\begin{equation}
|Km\rangle=\sum_G C_m(G)|K+G\rangle,\qquad \sum_G|C_m(G)|^2=1 .
\end{equation}
Its spectral weight on the primitive wavevector $k$ is defined as $P_m(k)=\sum_n|\langle kn|Km\rangle|^2$, where $|kn\rangle$ runs over all Bloch states at $k$ of a reference Hamiltonian that has the primitive periodicity, at the same cutoff. The weight is zero unless $G_k=k-K$ is a supercell reciprocal vector, and in that case
\begin{equation}
P_m(k)=\sum_g|C_m(G_k+g)|^2 ,
\label{eq:main}
\end{equation}
whatever the reference. With $k_1,\dots,k_N$ the inequivalent primitive wavevectors that fold onto $K$,
\begin{equation}
\sum_{i=1}^N P_m(k_i)=1,\qquad \sum_m P_m(k)=N_{\rm PW}(k),
\label{eq:rules}
\end{equation}
where $N_{\rm PW}(k)$ is the number of $g$ with $|k+g|^2<E_c$. The second sum runs over every eigenstate of the basis and grows with the cutoff. Its cutoff-independent form is $\sum_m|\langle kn|Km\rangle|^2=1$ for each $n$. The atoms inside the supercell may differ or be displaced; the cell itself must be $Ma$.

\section{Lattices and cosets}

The reciprocal bases are fixed by $ab^T=2\pi\,1$ and $AB^T=2\pi\,1$. Inserting $A=Ma$ in the second relation gives $MaB^T=2\pi\,1$, so $B^T=2\pi a^{-1}M^{-1}=b^TM^{-1}$, and after transposition
\begin{equation}
B=M^{-T}b,\qquad b=M^TB .
\end{equation}
Since $M^T$ is integer, every $g=lb=(lM^T)B$ with integer $l$ is a $G$. Conversely $G=nB=(nM^{-T})b$ is a $g$ if and only if $nM^{-T}$ is integer. Two vectors $G,G'$ are put in the same coset when $G-G'$ is a $g$.

The number of cosets follows from densities. Each coset is a shifted copy of $\{g\}$ and has $1/|\det b|$ points per unit volume. The cosets are disjoint and together make up $\{G\}$, which has $1/|\det B|$ points per unit volume. Their number is therefore $|\det b|/|\det B|=|\det M^T|=N$. The same argument in real space, with $|\det A|=N|\det a|$, gives $N$ classes of primitive translations modulo supercell translations $R$, with representatives $r_1=0,r_2,\dots,r_N$.

The two sets of classes are linked by
\begin{equation}
S(G)\equiv\frac1N\sum_{j=1}^N e^{iG\cdot r_j}=
\begin{cases}1,&G\in\{g\},\\0,&\text{otherwise.}\end{cases}
\label{eq:char}
\end{equation}
Each term depends on the class of $r_j$ alone, because $e^{iG\cdot R}=1$. For $G=g$ each term is 1. Otherwise $G=\sum_\mu x_\mu b_\mu$ has a non-integer component $x_\mu=G\cdot a_\mu/2\pi$, so $e^{iG\cdot a_\mu}\ne1$. Adding $a_\mu$ to every $r_j$ permutes the classes and leaves the sum unchanged, and it also multiplies the sum by $e^{iG\cdot a_\mu}$. Hence $(1-e^{iG\cdot a_\mu})S=0$ and $S=0$.

\section{The weight as a projector}

Inner products are averages over a Born--von K\'arm\'an volume $\mathcal V$ that holds a whole number of supercells and admits both $k$ and $K$. With $|q\rangle$ standing for $e^{iq\cdot r}$,
\begin{equation}
\langle q|q'\rangle=\frac1{\mathcal V}\int_{\mathcal V}e^{-i(q-q')\cdot r}\,d^dr=\delta_{qq'} .
\end{equation}
A reference state is $|kn\rangle=\sum_g c_n(g)|k+g\rangle$, and the overlap is
\begin{equation}
\langle kn|Km\rangle=\sum_{g,G}c_n^*(g)\,C_m(G)\,\delta_{k+g,K+G}.
\end{equation}
A term survives when $k-K=G-g$. The right side is a supercell reciprocal vector, so the overlap vanishes unless $G_k=k-K$ is one too. In that case the delta sets $G=G_k+g$, and
\begin{equation}
\langle kn|Km\rangle=\sum_g c_n^*(g)\,C_m(G_k+g).
\end{equation}
The cutoff conditions agree, since $K+G_k+g=k+g$: the primitive basis at $k$ is the part of the supercell basis that lies in the coset of $G_k$.

The reference Hamiltonian at $k$ is a Hermitian matrix of order $N_{\rm PW}(k)$, so its eigenvectors form a unitary matrix and $\sum_n c_n(g)c_n^*(g')=\delta_{gg'}$. Squaring the overlap and summing over $n$,
\begin{align}
P_m(k)&=\sum_{g,g'}C_m^*(G_k+g)\Big[\sum_n c_n(g)c_n^*(g')\Big]C_m(G_k+g')\nonumber\\
&=\sum_g|C_m(G_k+g)|^2 ,
\end{align}
which is Eq.~(\ref{eq:main}). The reference entered through the unitarity of $c$ and nothing else, and this requires the sum over all $n$; a sum over a few bands does depend on the reference. In operator form
\begin{equation}
P_m(k)=\langle Km|\Pi_k|Km\rangle,\qquad \Pi_k=\sum_n|kn\rangle\langle kn|=\sum_g|k+g\rangle\langle k+g| .
\end{equation}
Replacing $k$ by $k+g_0$ relabels the sum, so $\Pi_{k+g_0}=\Pi_k$, and there are as many distinct projectors as cosets, $\Pi_i\equiv\Pi_{k_i}$ with $k_i=K+G_i$. Physically $P_m(k)$ is the probability that a measurement of the primitive crystal momentum in $|Km\rangle$ returns $k$.

That reading has an explicit form. Let $(T_j\psi)(r)=\psi(r+r_j)$, so that $T_j|q\rangle=e^{iq\cdot r_j}|q\rangle$. Acting on a basis function, and using $K+G-k=G-G_k$,
\begin{equation}
\frac1N\sum_j e^{-ik\cdot r_j}T_j|K+G\rangle=S(G-G_k)|K+G\rangle .
\end{equation}
By Eq.~(\ref{eq:char}) the factor is 1 in the coset of $G_k$ and 0 outside, which is the action of $\Pi_k$. Therefore
\begin{equation}
P_m(k)=\frac1N\sum_j e^{-ik\cdot r_j}\langle Km|T_j|Km\rangle .
\label{eq:trans}
\end{equation}
The sign in the exponent belongs to this definition of $T_j$; for $\psi(r-r_j)$ it is reversed.

\section{The two sum rules}

The cosets partition $\{G\}$, so $\sum_i\Pi_i=1$ on the basis at $K$, and
\begin{equation}
\sum_iP_m(k_i)=\sum_i\sum_g|C_m(G_i+g)|^2=\sum_G|C_m(G)|^2=1 .
\end{equation}
Each term is non-negative, so $0\le P_m\le1$. The rule needs one $k_i$ per coset; a list that contains both $k$ and $k+g$ counts that coset twice.

For the second rule, the supercell eigenvectors also form a unitary matrix, so $\sum_mC_m(G)C_m^*(G')=\delta_{GG'}$. Setting $G=G'=G_k+g$ and summing over $g$,
\begin{equation}
\sum_mP_m(k)=\sum_g\sum_m|C_m(G_k+g)|^2=\sum_g1=N_{\rm PW}(k)=\mathrm{Tr}\,\Pi_k .
\end{equation}
The same completeness, $\sum_m|Km\rangle\langle Km|=1$, taken between $\langle kn|$ and $|kn\rangle$ gives $\sum_m|\langle kn|Km\rangle|^2=\langle kn|kn\rangle=1$, and the sum of this over $n$ returns the trace. The number of primitive bands is thus the dimension of the primitive basis. Its leading term at large $E_c$ is the volume of the cutoff sphere divided by the reciprocal cell volume $(2\pi)^d/\Omega_p$, with $\Omega_p=|\det a|$: $\pi E_c\,\Omega_p/(2\pi)^2=\Omega_pE_c/4\pi$ in two dimensions and $\tfrac{4\pi}{3}E_c^{3/2}\Omega_p/(2\pi)^3=\Omega_pE_c^{3/2}/6\pi^2$ in three. The unfolded spectral function $\mathcal A(k,E)=\sum_mP_m(k)\delta(E-E_m)$ integrates to $N_{\rm PW}(k)$.

A code that computes the lowest $N_s$ states has no access to the full sum. The first rule still gives $\sum_i\sum_{m\le N_s}P_m(k_i)=N_s$, so the partial sums average to $N_s/N$ over the $k_i$. No step above forces the partial sum at a single $k_i$ to be an integer, and in the example below it is not.

Both rules rest on orthonormality. With an overlap operator $S_o\ne1$, as for ultrasoft or projector augmented-wave pseudo-coefficients, the eigenvectors obey $C^\dagger S_oC=1$ as a square matrix equation, so $CC^\dagger=S_o^{-1}$. The bare coset sums then add over $i$ to $\sum_G|C_m(G)|^2$, which normalisation no longer fixes, and over $m$ to $\mathrm{Tr}\,\Pi_kS_o^{-1}$. That case is outside Eq.~(\ref{eq:rules}). For spinors, $\Pi_k$ is the unit matrix in spin, so Eq.~(\ref{eq:main}) gains a sum over the two components and the second sum in Eq.~(\ref{eq:rules}) becomes $2N_{\rm PW}(k)$.

\section{Energy moments}

The trace argument extends to powers of $H$. For a local potential with $V(G)=\Omega_s^{-1}\int_{\Omega_s}V e^{-iG\cdot r}d^dr$ and $\Omega_s=N\Omega_p$, the matrix is $H_{GG'}=|K+G|^2\delta_{GG'}+V(G-G')$. Since $\sum_mE_m|Km\rangle\langle Km|=H$,
\begin{equation}
\sum_mP_m(k)E_m=\mathrm{Tr}\,\Pi_kH=\sum_g|k+g|^2+N_{\rm PW}(k)\,V(0).
\label{eq:m1}
\end{equation}
Band-resolved moments are simplest for one particular reference. Define $\bar V(r)=N^{-1}\sum_jV(r+r_j)$. The shift multiplies each Fourier component by $e^{iG\cdot r_j}$, so $\bar V(G)=S(G)V(G)$: the average keeps the components at $g$ and removes the rest. The remainder $\Delta V=V-\bar V$ has no component at any $g$. Two plane waves in one coset differ by a $g$, so
\begin{equation}
\Pi_i\,\Delta V\,\Pi_i=0,
\label{eq:block}
\end{equation}
while $\bar H=-\nabla^2+\bar V$ has no element between different cosets. Let $|kn\rangle$ be eigenstates of $\bar H$ with energies $\bar\varepsilon_n(k)$, and $w_m=|\langle kn|Km\rangle|^2$. By Eq.~(\ref{eq:block}) the expectation value of $\Delta V$ vanishes, so
\begin{equation}
\sum_mw_mE_m=\langle kn|\bar H+\Delta V|kn\rangle=\bar\varepsilon_n(k).
\label{eq:cent}
\end{equation}
For the second moment let $Q$ project on the basis. The matrix $H$ acting on $|kn\rangle$ gives $\bar\varepsilon_n|kn\rangle+Q\Delta V|kn\rangle$, and $\sum_mw_mE_m^2$ is the squared norm of this vector. The cross term is again $\langle kn|\Delta V|kn\rangle=0$, so
\begin{equation}
\sum_mw_mE_m^2-\bar\varepsilon_n^2=\langle kn|\Delta V\,Q\,\Delta V|kn\rangle ,
\label{eq:var}
\end{equation}
which is $\langle kn|\Delta V^2|kn\rangle$ less the squared norm of the part of $\Delta V|kn\rangle$ beyond the cutoff. The centroid of the band-resolved weights $w_m$, summed over all states of the basis, is therefore the band of the translation-averaged potential, for any strength of a local $\Delta V$, and the variance measures the spread over discrete levels of one finite supercell. A centroid formed from the $P_m$, or from the low states alone, obeys no such rule: in the example below the normalised centroid of $w_m$ over the lowest three states is $-0.0380$ Ry at $k_2$, against $\bar\varepsilon_1=-0.0324$ Ry.

\section{Limits and degeneracies}

\paragraph{Perfect crystal.} If $\Delta V=0$, then $H=\bar H$ is block diagonal in the cosets and commutes with $\Pi_k$. For a nondegenerate level, $\Pi_k|Km\rangle$ is an eigenvector with the same energy or zero, so $\Pi_k|Km\rangle=\lambda|Km\rangle$. From $\Pi_k^2=\Pi_k$ follows $\lambda^2=\lambda$, so $P_m=\lambda$ is 0 or 1. The blocks are the primitive Hamiltonians at the $k_i$, and the energies are the primitive bands.

\paragraph{Degenerate levels.} If a level spans a subspace with projector $\Pi_D$, the eigenvectors within it are arbitrary. The sum $\sum_{m\in D}P_m(k)=\mathrm{Tr}\,\Pi_k\Pi_D$ does not depend on the choice, and neither does $\mathcal A(k,E)$, since the members share one energy. Single weights do. If $|u\rangle$ lies in the coset of $k$ and $|v\rangle$ in another, then $\cos\theta|v\rangle+\sin\theta|u\rangle$ and $-\sin\theta|v\rangle+\cos\theta|u\rangle$ are eigenstates with weights $\sin^2\theta$ and $\cos^2\theta$ on $k$, which are $0.25$ and $0.75$ at $\theta=30^\circ$, in a crystal with no defect.

\paragraph{Weak perturbation.} Let $|0\rangle=|kn\rangle$ be a nondegenerate level of $\bar H$ among all states $|s\rangle$ at all $k_i$, and write the perturbed state as $|0\rangle+\sum_{s\ne0}\alpha_s|s\rangle$. Its weight outside the coset of $k$ is
\begin{equation}
1-P=\frac{\sum_{s\notin k}|\alpha_s|^2}{1+\sum_{s\neq0}|\alpha_s|^2}.
\end{equation}
Projecting the eigenvalue equation on $\langle s|$ gives $(E-\bar\varepsilon_s)\alpha_s=\Delta V_{s0}+\sum_{t\ne0}\Delta V_{st}\alpha_t$. Because $\Delta V_{00}=0$, $E=\bar\varepsilon_0+O(\Delta V^2)$, and one iteration yields
\begin{equation}
\alpha_s=\frac{\Delta V_{s0}}{\bar\varepsilon_0-\bar\varepsilon_s}+\sum_{t\ne0}\frac{\Delta V_{st}\Delta V_{t0}}{(\bar\varepsilon_0-\bar\varepsilon_s)(\bar\varepsilon_0-\bar\varepsilon_t)}+O(\Delta V^3).
\end{equation}
The denominator of $1-P$ matters at fourth order, so
\begin{equation}
1-P=\sum_{s\notin k}\frac{|\Delta V_{s0}|^2}{(\bar\varepsilon_0-\bar\varepsilon_s)^2}
+2\,\mathrm{Re}\sum_{s,t}\frac{\Delta V_{0s}\Delta V_{st}\Delta V_{t0}}{(\bar\varepsilon_0-\bar\varepsilon_s)^2(\bar\varepsilon_0-\bar\varepsilon_t)}+O(\Delta V^4).
\label{eq:pt}
\end{equation}
By Eq.~(\ref{eq:block}) the cubic term needs $0,s,t$ in three different cosets, so it is absent for $N=2$. Where it is present, the relative error of the quadratic term is linear in $\Delta V$.

\paragraph{Zone centre.} At $K=0$ with real $V$, the conjugate $\psi^*$ is an eigenfunction with the same energy in the same basis, which is symmetric under $G\to-G$. For a nondegenerate level $\psi^*=e^{i\gamma}\psi$. The coefficient of $e^{iG\cdot r}$ in $\psi^*$ is $C^*(-G)$, so $|C(-G)|=|C(G)|$. The map $G\to-G$ carries the coset of $k$ into that of $-k$, hence $P_m(k)=P_m(-k)$. If a level of $\bar H$ consists of one state at $k$ and one at $-k$, in different cosets, then $\Delta V$ in this pair has zero diagonal and an off-diagonal element $u$. For $u\neq0$ the eigenvalues are $\pm|u|$ and both components of each eigenvector have modulus $1/\sqrt2$. The weights tend to $\tfrac12$ as $\Delta V\to0$, and Eq.~(\ref{eq:pt}) does not apply.

\section{Implementation}

The matrix $L=NM^{-T}$ is integer, being the cofactor matrix of $M$ up to an overall sign. The condition that $(n-n')M^{-T}$ be integer is then $nL\equiv n'L\pmod N$ in every component. Each plane wave $G=nB$ receives the label $nL \bmod N$ once, in integer arithmetic, and one pass over $|C_m|^2$ accumulates all $N$ weights. For a target $k=xb$, the supercell coordinates are $y=xM^T$, because $k=xM^TB$. Splitting $y=y_K+n_k$ with $n_k$ integer gives $K=y_KB$ and $G_k=n_kB$, and $P_m(k)$ is the bin labelled $n_kL\bmod N$. The transposes hold for lattice vectors stored as rows. When $M$ is not symmetric, a missed transpose in $y=xM^T$ gives wrong coordinates for a general $k$. A missed transpose in $L$ changes the cosets for some $M$ and not for others: with rows $(1,1)$ and $(-1,1)$ both forms sort the $G$ by the parity of $n_1+n_2$. If real wavefunctions at $K=0$ are stored on half of the $G$ with $C(-G)=C^*(G)$, each stored $G\ne0$ contributes to the bin of $n$ and to the bin of $-n$. The first sum rule holds for any partition of the $G$, so it cannot reveal a wrong label; the 0 or 1 weights of a perfect supercell at a $K$ of no symmetry can reveal a labelling that mixes cosets, such as the one that a missed transpose in $L$ gives for the $M$ of the example below. A labelling that only permutes the cosets, such as a reversed sign, leaves the weights 0 or 1; it can be detected by comparing the energies in each bin with the primitive bands at that $k_i$.

\section{Worked example}

The model is a two-dimensional triangular lattice, $a_1=a(1,0)$, $a_2=a(\tfrac12,\tfrac{\sqrt3}2)$, $a=5$ bohr, with wells $-D_je^{-|r-r_j|^2/\sigma^2}$ and $\sigma=1.5$ bohr. The supercell has rows $M_1=(1,1)$, $M_2=(-1,2)$, so $N=3$, $\Omega_p=21.6506$ and $\Omega_s=64.9519$ bohr$^2$. Two wells have $D=1$ Ry, and the one at the origin has $D+\delta$ with $\delta=0.5$ Ry. The reciprocal vectors are $B_1=(0.83776,0)$ and $B_2=(-0.41888,0.72552)$ bohr$^{-1}$, with $b_1=B_1-B_2$, $b_2=B_1+2B_2$ and $|b|=1.45104$ bohr$^{-1}$. The rows of $L$ are $(2,1)$ and $(-1,1)$, so $nL=(2n_1-n_2,\,n_1+n_2)$. The first entry equals $3n_1-(n_1+n_2)$, so the label reduces to $(n_1+n_2)\bmod3$.

Completing the square in each Cartesian direction gives $\int e^{-r^2/\sigma^2-iG\cdot r}d^2r=\pi\sigma^2e^{-G^2\sigma^2/4}$, so $V(G)=-(\pi\sigma^2/\Omega_s)e^{-G^2\sigma^2/4}\sum_jD_je^{-iG\cdot r_j}$. By Eq.~(\ref{eq:char}) the last sum is $3\bar D$ at a $g$, with $\bar D=D+\delta/3=1.166667$ Ry, and $\delta$ elsewhere. Thus
\begin{align}
V(0)&=-\pi(1.5)^2(1.166667)/21.6506=-0.380898\ \text{Ry},\nonumber\\
V(b_1)&=V(0)\,e^{-(1.45104\times1.5)^2/4}=-0.116533\ \text{Ry},\nonumber\\
V(B_1)&=-\frac{0.5\,\pi(1.5)^2}{64.9519}\,e^{-(0.83776\times1.5)^2/4}=-0.036666\ \text{Ry}.\nonumber
\end{align}

At $K=0.1B_1+0.25B_2$ and $E_c=30$ Ry the basis has 156 plane waves. The shortest vector of each coset gives $k_1=K$, $k_2=K-B_2$, $k_3=K-B_1-B_2$, with labels 0, 2, 1 and $|k_i|^2=0.03334$, $0.45444$, $0.48953$ Ry. Dense diagonalisation of the matrix and Eq.~(\ref{eq:main}) give
\begin{equation*}
\begin{array}{ccccc}
m&E_m\ (\text{Ry})&P(k_1)&P(k_2)&P(k_3)\\
1&-0.428224&0.904144&0.048846&0.047011\\
2&-0.081836&0.097261&0.512053&0.390686\\
3&0.054803&0.000486&0.440308&0.559205\\
4&0.342654&0.002746&0.018026&0.979228\\
5&0.386304&0.003385&0.972621&0.023993
\end{array}
\end{equation*}
The first three energies are $-5.83$, $-1.11$ and $0.75$ eV. For $m=2$ the first rule reads $0.097261+0.512053+0.390686=1$. The whole coset is needed: for $m=1$ the three largest terms in the coset of $k_2$ are $0.028520$, $0.011600$ and $0.007296$, and the largest is 58\% of $0.048846$.

Summed over all 156 states the weights give 55, 51 and 50, the plane-wave counts of the three cosets, against the estimate $21.6506\times30/4\pi=51.69$. At $E_c=20$ Ry the sums fall to 36, 33 and 33, while the weights for $m\le4$ change by at most $2.3\times10^{-7}$ in absolute value. Over the lowest three states the column for $k_1$ gives $0.904144+0.097261+0.000486=1.001891$, and the other two give $1.001207$ and $0.996902$, with total 3. A partial sum can exceed 1 because $P$ includes all bands: diagonalising $\bar H$ at $k_1$ and forming the overlaps shows that the three states hold $0.996958$ of its lowest band state, and the other $1.001891-0.996958=0.004933$ comes from higher bands.

For Eq.~(\ref{eq:m1}) at $k_1$ the kinetic sum is $873.5170$ Ry, and $873.5170+55(-0.380898)=852.5676$ Ry is the value of $\sum_mP_mE_m$. The lowest band of $\bar H$ lies at $-0.393065$, $-0.032394$ and $-0.014308$ Ry at the three $k_i$, and these are the centroids of Eq.~(\ref{eq:cent}). The centroid at $k_1$ is above $E_1$, as a weighted mean of levels no lower than $E_1$ must be, and it differs from the lowest level of the defect-free supercell, $-0.326037$ Ry, whose wells have depth $D$ and not $\bar D$. The variances from the same overlaps are $0.013261$, $0.018423$ and $0.019313$ Ry$^2$; at $k_1$ the rms width is $0.115$ Ry, or $1.57$ eV. The averaged levels at $k_2$ and $k_3$ are $0.018$ Ry apart, well below the matrix element of $\Delta V$ between them, $0.081$ Ry in modulus (their widths are $0.14$ Ry), so Eq.~(\ref{eq:pt}) cannot be relied on there, and states 2 and 3 are strongly shared between the two points.

For the lowest state the quadratic term of Eq.~(\ref{eq:pt}) was summed over all bands of $\bar H$ at $k_2$ and $k_3$, with matrix elements from a uniform $30\times30$ grid over the supercell. At $\delta=0.01$ Ry it gives $2.4787\times10^{-5}$ against $1-P_1(k_1)=2.5008\times10^{-5}$ from diagonalisation, $0.89\%$ low relative to the latter. At $\delta=0.02$ Ry the values are $9.951\times10^{-5}$ and $1.0128\times10^{-4}$, $1.76\%$ low. The doubling is the cubic term. At $\delta=0.5$ Ry the estimate is $0.0741$ against $0.0959$, 23\% low.

At $K=0$ the points $k_v=B_1$ and $-k_v$, the two zone corners, fold onto the centre. Without the defect, levels 2 and 3 are degenerate at $0.149725$ Ry. With $\delta=0.001$ Ry they split by $3.76\times10^{-4}$ Ry, which is $2|u|$ to leading order, and each has weight $0.500000$ on each of the two corners. With $\delta=0.5$ Ry the weights on $(0,k_v,-k_v)$ are $(0.9318,0.0341,0.0341)$, $(0.0725,0.4637,0.4637)$ and $(3.7\times10^{-7},0.5000,0.5000)$, at $-0.454747$, $-0.020576$ and $0.147631$ Ry.

The very small centre weight has a symmetry explanation. The potential is invariant under inversion, threefold rotation and the mirror $y\to-y$ about the defect. Inversion exchanges the corners, so one state of the split pair is even and the other odd, and the odd one has $C(0)=0$. A nondegenerate level at $K=0$ is real up to a phase, so its rotation eigenvalue is a real cube root of unity, namely 1. The mirror leaves $B_1$ fixed, so a state with $C(B_1)\ne0$, as assumed for one that grows out of the shortest corner plane waves, is mirror even. Since $b_2$ points along $y$, the mirror gives $C(-b_2)=C(b_2)$ and inversion gives $C(-b_2)=-C(b_2)$, so both vanish, and by rotation so do the other four shortest $g$. The centre weight of the odd state begins at $|g|=\sqrt3|b|$. That $m=3$ is the odd state is inferred from its weight and not from a computed parity. The selection rule holds at $K=0$ and does not by itself fix the value $0.000486$ of $P_3(k_1)$ at the general $K$.
